\section*{Steady Heat Flow from a Moving Line in Scanned Laser Annealing, part 2}

A laser line along $y$ sweeps over the flat surface of a solid filling $z>0$, with $z$ the depth. It moves toward $+x$ with constant speed $v$ and passes $x=0$ at $t=0$. The solid absorbs the power $q$ per unit length, all at the surface. The line is infinitely long, no heat leaves through the surface, and the conductivity $k$ and heat capacity per volume $C$ are constant. Far away the solid is at the base temperature $T_0$. Lengths in the example are in cm or $\mu$m, and $q$ is in W/cm.

For an infinitely narrow line, the steady rise $\theta$ above $T_0$ is
\begin{equation}
\theta=\frac{q}{\pi k}\,e^{-a\xi}K_0(ar),\quad a=\frac{v}{2D},\quad \xi=x-vt,\quad r^2=\xi^2+z^2 .
\label{eq:recall}
\end{equation}
Here $D=k/C$ and
\begin{equation}
K_0(s)=\int_0^\infty e^{-s\cosh u}\,du .
\label{eq:k0}
\end{equation}
Near the line $K_0(s)\simeq\ln(2/s)-\gamma$, with $\gamma\approx0.577$ Euler's constant.

Away from the line, the moving-frame energy balance is
\begin{equation}
\nabla^2\theta+2a\,\frac{\partial\theta}{\partial\xi}=0,\qquad a=\frac{v}{2D},
\label{eq:moving}
\end{equation}
Putting $\theta=e^{-a\xi}\varphi$ and reflecting the solid in its surface gives the screened equation
\begin{equation}
\nabla^2\varphi-a^2\varphi=-\frac{2q}{k}\,\delta(\xi)\delta(z).
\label{eq:helmholtz}
\end{equation}

Part (e) built the same field from heat pulses of age $\tau$, released where the line then stood:
\begin{equation}
\theta=\frac{q}{2\pi k}\int_0^\infty\frac{d\tau}{\tau}\exp\left[-\frac{(\xi+v\tau)^2+z^2}{4D\tau}\right].
\label{eq:age}
\end{equation}

On the surface far behind the line, the wake law holds:
\begin{equation}
\theta\simeq\frac{q}{\pi k}\sqrt{\frac{\pi D}{v|\xi|}}=\frac{q}{k}\sqrt{\frac{D}{\pi v|\xi|}} .
\label{eq:wake}
\end{equation}

A layer at depth $z$ is hottest behind the line, where
\begin{equation}
\frac{\xi}{r}=-\frac{K_0(ar)}{K_1(ar)} ,
\label{eq:lag}
\end{equation}
with $K_1=-K_0'$. For $az\gg1$ this lag becomes $az^2$.

The heat passing any semicircle around the line equals $q$, which was also checked numerically.

\subsection*{(h) A Gaussian beam}

\emph{Give the line a Gaussian profile of standard deviation $\sigma$ along $x$. Write the field in two forms, and find the rise at the beam centre for slow and for fast scanning.}

\textbf{Solution.} The equation is linear, so the beam is a sum of lines displaced by $x'$:
\begin{equation}
\theta_{\rm G}(\xi,z)=\int_{-\infty}^{\infty}\frac{e^{-x'^2/(2\sigma^2)}}{\sigma\sqrt{2\pi}}\;\theta(\xi-x',z)\,dx' .
\label{eq:conv}
\end{equation}
The logarithm in $\theta$ is integrable, and the surface temperature is now finite.

The second form starts from the heat pulses of part (e). A pulse of age $\tau$ has a Gaussian profile along $x$ with variance $2D\tau$. Averaging over the beam adds the variances and lowers the height by the ratio of the widths:
\begin{equation}
\theta_{\rm G}=\frac{q}{2\pi k}\int_0^\infty\frac{d\tau}{\tau}\sqrt{\frac{2D\tau}{2D\tau+\sigma^2}}\,
\exp\left[-\frac{(\xi+v\tau)^2}{2(2D\tau+\sigma^2)}-\frac{z^2}{4D\tau}\right].
\label{eq:gage}
\end{equation}
If the laser has been on for a time $t_{\rm on}$, the upper limit becomes $t_{\rm on}$. This form therefore also describes the approach to the steady state.

\emph{Slow scanning, $a\sigma\ll1$.} Over the width of the beam $e^{-a\xi}\simeq1$ and $K_0$ has its logarithmic form, so the Gaussian mean of $\ln|x'|$ is needed. With $y=x'^2/(2\sigma^2)$, the variable $y$ has the distribution $y^{-1/2}e^{-y}/\Gamma(\tfrac12)$. The mean of $\ln y$ is then $\psi(\tfrac12)$, where $\psi=\Gamma'/\Gamma$. The logarithmic derivative of the duplication formula for $\Gamma$ is $\psi(s)+\psi(s+\tfrac12)+2\ln2=2\psi(2s)$. At $s=\tfrac12$, with $\psi(1)=-\gamma$, it gives $\psi(\tfrac12)=-\gamma-2\ln2$. Therefore
\begin{equation}
\langle\ln|x'|\rangle=\ln\sigma+\tfrac12\left[\ln2+\psi(\tfrac12)\right]=\ln\sigma-\tfrac12(\gamma+\ln2).
\end{equation}
Insertion into $\langle\ln(2/a|x'|)\rangle-\gamma$ yields
\begin{equation}
\theta_{\rm G}(0,0)\simeq\frac{q}{\pi k}\left[\ln\frac{2\sqrt2}{a\sigma}-\frac{\gamma}{2}\right].
\label{eq:slow}
\end{equation}
In this regime the power needed for a given rise depends only logarithmically on speed and width.

\emph{Fast scanning, $a\sigma\gg1$.} Over most of the beam the wake law holds, and the parts of the beam that have not yet passed contribute little. The lines that have passed the centre point are those with $x'>0$:
\begin{equation}
\theta_{\rm G}(0,0)\simeq\frac{q}{k}\sqrt{\frac{D}{\pi v}}\;\frac{1}{\sigma\sqrt{2\pi}}\int_0^\infty\frac{e^{-x'^2/(2\sigma^2)}}{\sqrt{x'}}\,dx' .
\end{equation}
With $x'=\sigma\sqrt{2y}$ the integral is $\sqrt\sigma\,2^{-3/4}\int_0^\infty y^{-3/4}e^{-y}dy=\sqrt\sigma\,2^{-3/4}\,\Gamma(\tfrac14)$, and
\begin{equation}
\theta_{\rm G}(0,0)\simeq\frac{q}{k}\sqrt{\frac{D}{\pi v\sigma}}\;\frac{\Gamma(1/4)}{2^{3/4}\sqrt{2\pi}} .
\label{eq:fast}
\end{equation}
Here the power per length must grow as $\sqrt{v\sigma}$ to keep the rise fixed, for constant material properties.

\subsection*{(i) A millisecond anneal}

\emph{Evaluate the field for $q=300$~W/cm, $k=0.30$~W/(cm\,K), $C=2.0$~J/(cm$^3$\,K), $v=15$~cm/s, $\sigma=30~\mu$m and $T_0=700$~K. Find the peak temperature, the duration of heating, and the time needed to reach the steady state.}

\textbf{Solution.} These are round values in the regime of scanned-line annealing of a preheated silicon wafer. They are rough, not measured data. The derived scales are
\begin{align}
D&=\frac{0.30}{2.0}=0.15~\text{cm}^2/\text{s},\qquad \frac1a=\frac{2\times0.15}{15}~\text{cm}=200~\mu\text{m},\\
a\sigma&=\frac{30}{200}=0.15,\qquad \frac{q}{\pi k}=\frac{300}{\pi\times0.30}=318~\text{K}.
\end{align}
The slow-scan formula gives
\begin{equation}
318.3\left[\ln\frac{2.828}{0.15}-0.289\right]=318.3\times2.648=843~\text{K},
\end{equation}
against 854~K from the full integral \eqref{eq:conv}. The fast-scan formula gives 886~K. It lies within 4\% of the full value although $a\sigma$ is far outside its regime, and one such agreement does not justify its use there.

The largest surface rise is 865~K, found 8~$\mu$m behind the beam centre. The peak temperature is
\begin{equation}
T_{\max}=700+865=1565~\text{K}\approx1290\,^\circ\text{C}.
\end{equation}

A separate finite-volume solution of the moving-frame energy balance, with the same constant properties, was compared with \eqref{eq:conv} at six points, some in the top layer of cells, less than 1~$\mu$m below the surface, and some deeper in the solid. The largest difference was $3\times10^{-4}$ of the peak rise.

A surface point stays above half of the peak rise for 1.28~ms and within 50~K of the peak for 0.24~ms. The beam itself, with full width $2.355\,\sigma=71~\mu$m at half maximum, passes in 0.47~ms. The surface stays hot longer than the beam takes to pass, mainly because the heat left in the solid needs time to flow away. Heat that diffuses ahead of the beam adds a smaller part. The inverse-square-root law \eqref{eq:wake} is the limit for distances well beyond $1/a=200~\mu$m behind the beam. The largest heating rate is $1.4\times10^6$~K/s and the largest cooling rate $0.9\times10^6$~K/s.

At a depth of 100~$\mu$m the peak rise is 341~K, reached 86~$\mu$m behind the beam centre. For an ideal line, \eqref{eq:lag} gives a lag of 76~$\mu$m, and the peak rise is 345~K. The beam width thus changes the rise at this depth by about 1\%, while at the surface it makes the difference between a finite and an infinite value. The deep-layer estimate $az^2=50~\mu$m is poor, because $az=0.5$ is not large.

With the upper limit of \eqref{eq:gage} set to the on-time, the rise at the peak position reaches 99\% of its steady value after 5.2~ms. The beam has then moved 0.78~mm. A start-up strip of about this length is annealed at a lower temperature if the laser is switched on abruptly over the wafer at constant power.

\subsection*{(j) What the model leaves out}

\emph{Estimate how far the main simplifications shift these results, changing one at a time.}

\textbf{Solution.} \emph{Absorption depth.} Let the light be absorbed as $e^{-z/\delta}$ with an assumed $\delta=20~\mu$m. With an insulated surface, a source at depth $z'$ heats the surface as much as a surface source heats depth $z'$, since both depend on the same distance. The new surface rise is thus the average of $\theta_{\rm G}(\xi,z')$ over the absorption profile. Its peak is 689~K, lower by 176~K or 20\% of the original rise. A linear estimate shows the origin of this large shift. At the beam centre the field falls with depth at the rate $I/k$, where $I=q/(\sigma\sqrt{2\pi})=4.0\times10^4$~W/cm$^2$. Over one absorption depth this gives $I\delta/k\approx270$~K. The estimate is too high because the field flattens with depth. In slow scanning the surface-source formula needs $\delta\ll\sigma$, which fails here. In fast scanning this condition is not enough, because the heated layer is then much thinner than $\sigma$.

\emph{Falling conductivity.} Take $k(T)=0.30\,(1100~\text{K}/T)^{1.2}$~W/(cm\,K) as a rough law, with $C$ constant. It gives 0.52~W/(cm\,K) at 700~K and 0.20~W/(cm\,K) at 1565~K. The nonlinear finite-volume solution has a peak rise of 946~K, which is 81~K or 9\% above the result for constant $k$.

A rough estimate starts from $U=\int_{T_0}^{T}k\,dT'$, which turns the energy balance into
\begin{equation}
\nabla^2U+\frac{v}{D(T)}\frac{\partial U}{\partial\xi}=0
\end{equation}
away from the source. If $D$ is frozen at 0.15~cm$^2$/s, the peak of $U$ is $0.30\times865=259$~W/cm. Inverting the integral for the assumed law then gives a rise of about 820~K, lower than before. If $D$ is frozen at its base-temperature value $0.516/2.0=0.258$~cm$^2$/s, the logarithm in \eqref{eq:slow} adds $(q/\pi)\ln(0.258/0.15)=52$~W/cm to $U$, and the rise becomes about 1100~K. The full integral, taken at the peak, adds a little under 50~W/cm and gives about 1080~K. The nonlinear value lies between the two. The two frozen values are estimates, not proven bounds. Since they lie on both sides of the constant-$k$ rise of 865~K, they do not fix the sign of the change, which comes from the nonlinear solution.

\emph{Finite thickness.} A wafer of thickness $H=775~\mu$m with an insulated back is described by image lines at depths $2nH$, with $n$ any integer. At the peak the images add 0.13~K, which is negligible. One centimetre behind the line, however, the half-space formula gives 56~K, while the wafer is 129~K above its base temperature. By then the heat has spread through the thickness, and energy balance gives
\begin{equation}
\frac{q}{CvH}=\frac{300}{2.0\times15\times0.0775}=129~\text{K}.
\end{equation}
The half-space model thus serves for the peak but not for the residual heat met by later scans. If the back loses heat to a chuck, this residual rise decays.

\emph{Ends of the line.} A moving surface point of power $P$ produces $\theta=(P/2\pi k)\,e^{-a(\xi+R)}/R$, where $R$ is the distance from it. To see this, note that $e^{-aR}/R$ solves the three-dimensional form of the screened equation, because $R^{-1}\,d^2(e^{-aR})/dR^2=a^2e^{-aR}/R$. The flux through a small hemisphere is $2\pi R^2\,k\,P/(2\pi kR^2)=P$. Adding points with $P=q\,dy$ and substituting $y=r\sinh u$ gives
\begin{equation}
\int_{-\infty}^{\infty}\frac{e^{-aR}}{R}\,dy=\int_{-\infty}^{\infty}e^{-ar\cosh u}\,du=2K_0(ar),
\end{equation}
which is \eqref{eq:recall} again. For a line that stops at one end, the rise directly below it at a depth of 30~$\mu$m reaches 99\% of the infinite-line value 0.43~mm inside the end. At the end itself it is one half, by symmetry. The affected zone is wider in the wake, where heat has had more time to spread sideways.

\emph{Radiation.} If the computed surface profile radiated as a black body toward surroundings at 700~K, the net loss from the front surface, counted to 1~cm behind the beam, would be 1.4~W/cm. This is 0.5\% of the absorbed power, for the half-space profile. With the hotter wake of the 775~$\mu$m wafer the loss over the same stretch is 1.9~W/cm, or 0.6\%. A wafer that stays 129~K above its base temperature would lose a further 1.3~W/cm for each additional centimetre of wake. Radiation is thus negligible for the peak, but not for the residual heat over a long scan.

\emph{The real process.} Laser spike annealing of silicon uses preheated wafers, heating times from a fraction of a millisecond to a few milliseconds, and peak temperatures below the melting point, which is roughly 1700~K. The model values fall in this range. Among the assumptions sized here, surface absorption and constant conductivity matter most for the peak temperature away from the ends of the line, when each is dropped alone. Dropping them shifts the peak by $-176$~K and $+81$~K for the assumed depth and law. The two shifts do not add. With both effects present the peak rise is about 690~K, within a few kelvin of the value for the absorption depth alone, while the sum of the shifts would give 770~K. The cooler surface then reaches less far into the range of low conductivity, so the size of the conductivity shift depends on the peak temperature itself. The absorption depth of silicon depends strongly on wavelength, carrier density and temperature, so 20~$\mu$m is an assumption and not a property of every such process. With the falling conductivity alone the peak is $700+946=1646$~K, much closer to melting than the constant-$k$ result suggests. This value holds for surface absorption, the assumed law and constant $C$. A conductivity that flattens at high temperature and a heat capacity that rises with temperature, as in silicon, together lower it by a few tens of kelvin. Changes of heat capacity and absorptivity with temperature, patterned films and melting itself are not included. The closed formula is therefore suited to scales and trends, while a peak temperature needed to within a few kelvin calls for measured optical and thermal properties and a nonlinear calculation. The remaining digits are in the numerical output below.

\section*{Computed results}
\begin{verbatim}
absorbed power per length q = 300 W/cm
conductivity k = 0.30 W/(cm K)
heat capacity C = 2.0 J/(cm3 K)
diffusivity D = 0.150 cm2/s
scan speed v = 15 cm/s
beam standard deviation = 30 um
base temperature = 700 K
length 1/a = 2D/v = 200.0 um
a*sigma = 0.150
temperature scale q/(pi k) = 318.3 K
beam-centre rise = 853.8 K
slow-scan estimate of it = 843.0 K
fast-scan estimate of it = 885.9 K
peak surface rise = 864.7 K
peak surface temperature = 1564.7 K
peak lag behind beam centre = 8.13 um
time above half of peak rise = 1.281 ms
time within 50 K of peak = 0.243 ms
largest heating rate = 1.408e+06 K/s
largest cooling rate = 8.644e+05 K/s
chosen depth = 100 um
peak rise there, Gaussian beam = 340.6 K
peak rise there, line source = 345.4 K
lag there, Gaussian beam = 85.5 um
lag there, line source = 76.3 um
on-time to 99% of steady peak = 5.23 ms
scan length in that time = 784 um
semicircle power, max rel. error = 3.6e-09
pulse/point sums, max rel. error = 4.4e-16
grid check, max error/peak = 3.1e-04
grid peak rise, constant k = 864.8 K
k(T) reference temperature = 1100 K
k(T) falls as T to the power -1.2
k at base temperature = 0.516 W/(cm K)
k at linear peak = 0.197 W/(cm K)
grid peak rise with k(T) = 945.6 K
change due to k(T) = 80.8 K
assumed absorption depth = 20 um
peak rise with that depth = 688.6 K
change due to that depth = -176.1 K
wafer thickness = 775 um
thickness effect at peak = 0.128 K
half-space rise 1 cm behind = 56.3 K
wafer rise 1 cm behind = 129.0 K
uniform-wafer law q/(C v H) = 129.0 K
line-end zone (to 99%) = 426 um
black-body loss, 1 cm wake = 1.40 W/cm
loss / absorbed power = 0.47 %
\end{verbatim}
